# Annealing Time to Remove Sinusoidal Segregation in a Casting

## Problem

A cast alloy has solidified with a composition that varies periodically in one direction,

$$c(x,0)=\bar c+A_0\cos\frac{2\pi x}{\lambda}.$$

Here $\bar c$ is the mean solute content. The amplitude $A_0$ is half the difference between the richest and poorest places. The wavelength $\lambda$ is the full distance from one solute-rich region to the next. The alloy is a single phase at uniform temperature, and its interdiffusivity $D$ is constant. How long must it be annealed for the amplitude to fall to one percent of $A_0$?

Evaluate the time for $\lambda=50\ \mu\text{m}$ and $D=5\times10^{-14}\ \text{m}^2/\text{s}$ at 770 K, with a mean content of 1 at.% and an initial amplitude of 0.5 at.%. The target is then an amplitude of 0.005 at.%.

## First estimate by scaling

Consider one solute-rich region, of width $\lambda/2$. Composition falls by $2A$ from peak to valley over a distance $\lambda/2$, so a typical slope is $4A/\lambda$. The flux through each of the two sides is about $4DA/\lambda$, and the total outflow per unit area is $8DA/\lambda$.

The excess solute in the region is at most its width times the peak excess, $A\lambda/2$. Taking this as the estimate, the fraction lost per unit time is

$$\frac{8DA/\lambda}{A\lambda/2}=\frac{16D}{\lambda^2}.$$

This fraction does not depend on $A$: as the profile flattens, the flux weakens in proportion. The decay is therefore exponential, and a reduction by 100 takes $\ln 100=4.605$ time constants:

$$t_{\rm est}=\frac{\lambda^2}{16D}\ln 100.$$

With $\lambda^2/D=(50\times10^{-6})^2/(5\times10^{-14})=5.0\times10^4$ s, the time constant is about 3100 s and $t_{\rm est}\approx1.4\times10^4$ s, or 4 h.

## Exact solution

Fick's law gives the flux $J=-D\,\partial c/\partial x$. Solute is conserved, so $\partial c/\partial t=-\partial J/\partial x$. Since $D$ is constant,

$$\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2}.$$

Let $q=2\pi/\lambda$ and try $c=\bar c+A(t)\cos qx$. Differentiating the cosine twice returns it multiplied by $-q^2$, so

$$\frac{dA}{dt}\cos qx=-Dq^2A\cos qx .$$

This holds at every $x$ if

$$\frac{dA}{dt}=-kA,\qquad k=Dq^2=\frac{4\pi^2D}{\lambda^2}.$$

Dividing by $A$ and integrating from $A_0$ gives $\ln(A/A_0)=-kt$.

No other periodic solution has the same initial profile. The difference $w$ of two such solutions would start at zero and obey the same equation. Multiplying that equation by $w$ and integrating by parts over a period gives $\frac{d}{dt}\int\frac12w^2dx=-D\int(\partial w/\partial x)^2dx\le0$, so $w$ remains zero.

Setting $A/A_0=1/100$ gives the required time:

$$\boxed{t_*=\frac{\lambda^2\ln100}{4\pi^2D}\approx0.117\,\frac{\lambda^2}{D}}$$

For the example, $k=7.90\times10^{-4}\ \text{s}^{-1}$, the time constant is $1/k=1267$ s, and

$$t_*=4.605\times1267\ \text{s}\approx5830\ \text{s}=1.62\ \text{h}.$$

Neither $\bar c$ nor $A_0$ enters. The wavelength enters squared, so its definition matters. If the rich-to-poor distance $\lambda/2$ were inserted for $\lambda$, the calculated time would be four times too short, and the remaining ratio would be $0.01^{1/4}\approx0.32$.

## Comparison of the two

The estimate has the correct dependence on $\lambda$, $D$ and the reduction factor, but is too long by $4\pi^2/16=2.47$. Both causes can be found by repeating the balance with the true cosine.

- At the sides of the rich region, $x=\pm\lambda/4$, the slope has magnitude $qA=2\pi A/\lambda$. This is $\pi/2$ times the estimated $4A/\lambda$.
- The excess is $\int_{-\lambda/4}^{\lambda/4}A\cos qx\,dx=2A/q=A\lambda/\pi$. The estimated $A\lambda/2$ is $\pi/2$ times larger.

The product $(\pi/2)^2=2.47$ accounts for the whole discrepancy.

A numerical solution provides a separate check. Half a period is divided into 100 cells of width $h$, and solute passes between neighbours in proportion to their difference. No solute crosses the outer faces, which lie at a peak and a valley. After $t_*$ the computed amplitude ratio is 0.010004.

The small excess comes from the grid. For a cosine, the second difference replaces $-q^2$ by

$$\frac{2\cos qh-2}{h^2}\approx-q^2\left(1-\frac{q^2h^2}{12}\right).$$

Here $qh=\pi/100$, so the decay is slow by a fraction $8.2\times10^{-5}$. Multiplied by the exponent 4.605, this raises the final ratio by about 0.04% of itself, as found.

## When spacing and temperature differ

Suppose the alloy is annealed for the nominal $t_*$, but its actual decay rate is $s$ times the nominal rate. The exponent is then $-s\ln100$, and the remaining ratio is $0.01^s$.

**Coarser spacing.** At the same $D$, a region with $\lambda=60\ \mu\text{m}$ has $s=1/1.2^2$. It retains 4.1% of its amplitude and needs 1.44 times the nominal time. This applies to a region that is evenly spaced throughout. Where unequal spacings adjoin, the profile can also contain Fourier components with wavelengths longer than any single spacing. These decay more slowly still, so the time calculated for the coarsest spacing is not a safe upper limit. For example, cosine segments whose peak-to-peak spacing alternates between 50 and 60 $\mu$m repeat only every 110 $\mu$m, and their amplitude takes about 2.4 times the nominal time to fall to one percent.

**Colder metal.** Let $D\propto\exp(-Q/k_BT)$ with $Q=1.4$ eV. Metal at 760 K instead of 770 K has

$$s=\exp\left[-\frac{Q}{k_B}\left(\frac1{760\ \text{K}}-\frac1{770\ \text{K}}\right)\right]=0.758 .$$

At the original spacing it retains 3.1% and needs 1.32 times the nominal time.

**Heating.** When temperature changes with time, $dA/dt=-q^2D(t)A$ integrates to $\ln(A/A_0)=-q^2\int D\,dt$. A heating ramp is therefore worth a hold of length

$$t_{\rm eq}=\int\frac{D(T(t))}{D(T_{\rm hold})}\,dt .$$

Heating from 300 K at 100 K/h lasts 4.70 h, but $t_{\rm eq}$ is only about 1200 s. Near the hold temperature, $D$ falls by a factor $e$ over roughly $k_BT^2/Q\approx36$ K, so most of the ramp contributes little. If the alloy remains a single phase throughout the heating, the hold can be shortened to about 4630 s. A simulation of this ramp and hold ends at a ratio of 0.010004. The condition is restrictive: solubility usually falls with temperature, and the solute-rich regions may become single-phase only near the hold temperature, in which case the credit cannot be counted in full.

## When the profile is different

**Sharp bands.** Replace the cosine by a square wave of the same half-height $A_0$. Its fundamental Fourier amplitude is

$$\frac2\lambda\int_0^\lambda A_0|\cos qx|\,dx=\frac{2A_0}{\lambda}\,\frac4q=\frac{4A_0}{\pi},$$

because each of the four quarter-periods contributes $1/q$. Harmonic $n$ has wave number $nq$ and decays at $n^2k$. The next harmonic present is $n=3$, which decays nine times as fast as the fundamental and is negligible at the end. Requiring $(4/\pi)e^{-kt}=0.01$ gives $t=\ln(400/\pi)/k\approx6140$ s, or 5% longer than for the cosine.

**Variation in two directions.** For a pattern $\cos qx\cos qy$, the two second derivatives add to $-2q^2$. The decay rate doubles and the time halves, to about 2920 s. The cause is a shorter spacing: this pattern has peaks at $(0,0)$ and $(\lambda/2,\lambda/2)$, a distance $d=\lambda/\sqrt2$ apart, and its rate $2Dq^2$ equals $4\pi^2D/d^2$. At the same rich-to-rich distance the time is therefore the one-dimensional $t_*$. The pattern $\cos qx+\cos qy$, whose peaks are $\lambda$ apart, also decays at the rate $k$.

## When diffusivity depends on composition

Let $u=(c-\bar c)/A_0$ and $D=\bar D(1+\varepsilon u)$, where $\bar D$ is the value at the mean composition. Since $(1+\varepsilon u)\,\partial u/\partial x$ is the derivative of $u+\varepsilon u^2/2$,

$$\frac{\partial u}{\partial t}=\bar D\frac{\partial^2}{\partial x^2}\left(u+\frac{\varepsilon}{2}u^2\right).$$

The square generates a second harmonic, so write $u=a\cos qx+b\cos2qx$, with $b$ of order $\varepsilon$. Use $\cos^2\theta=\frac12(1+\cos2\theta)$ and $\cos\theta\cos2\theta=\frac12(\cos\theta+\cos3\theta)$. To leading order, collecting the two harmonics gives

$$\dot a=-k\left(a+\frac{\varepsilon}{2}ab\right),\qquad \dot b=-4kb-k\varepsilon a^2 .$$

Insert $a\approx e^{-kt}$ in the second equation and multiply by $e^{4kt}$. Then $\frac{d}{dt}(be^{4kt})=-k\varepsilon e^{2kt}$. With $b(0)=0$,

$$b=-\frac{\varepsilon}{2}\left(e^{-2kt}-e^{-4kt}\right).$$

Its integral over all time is $-\frac{\varepsilon}{2}\left(\frac1{2k}-\frac1{4k}\right)=-\varepsilon/(8k)$. Dividing the first equation by $a$ and integrating gives, at late times,

$$\ln a=-kt-\frac{k\varepsilon}{2}\int b\,dt=-kt+\frac{\varepsilon^2}{16}.$$

For $\varepsilon=0.3$, $D$ initially differs by 30% between the mean composition and the peak. The predicted delay in $kt$ is nevertheless only 0.0056, and the simulation gives 0.0057. This lengthens the anneal by about 0.1%. In the half-difference between peak and valley, the first-order effects of the rich and poor sides cancel, provided that $D$ is taken at the mean composition. The coefficient $\varepsilon^2/16$ is specific to a linear $D(c)$. A term $\beta u^2$ in $D/\bar D$ adds $\beta u^3/3$ inside the bracket, whose fundamental is $\beta a^3/4$, and this shifts $\ln a$ by $-\beta/8$. For $D=\bar De^{\varepsilon u}$, $\beta=\varepsilon^2/2$ and the two shifts cancel at this order.

## When composition gradients cost energy

Fick's law omits the energy of the gradient itself. Take the free energy per volume as $f(c)+\kappa(\partial c/\partial x)^2$, with $\kappa>0$. Varying $c$ and integrating the gradient term by parts gives the diffusion potential

$$\mu=f'(c)-2\kappa\frac{\partial^2c}{\partial x^2}.$$

With flux $J=-M\,\partial\mu/\partial x$ and constant mobility $M$, a small deviation $v=c-\bar c$ obeys

$$\frac{\partial v}{\partial t}=Mf''\frac{\partial^2v}{\partial x^2}-2M\kappa\frac{\partial^4v}{\partial x^4}.$$

For a cosine, the fourth derivative gives $+q^4$. Identifying $D=Mf''$, the decay rate is

$$Dq^2+2M\kappa q^4=Dq^2(1+\ell^2q^2),\qquad \ell^2=\frac{2\kappa}{f''}.$$

This requires $f''>0$. If $f''<0$, $D$ is negative and sufficiently long waves grow, so annealing does not homogenize the alloy.

For an assumed $\ell=1$ nm, the correction at $\lambda=50\ \mu\text{m}$ is $1.6\times10^{-8}$ of the rate. It reaches 1% at a wavelength of 63 nm. In this model it can therefore be ignored for the casting, but not for a multilayer with a period of a few nanometres.

## Relation to a real casting

The parameters are round numbers in the rough range for a substitutional solute in a cast aluminium alloy; they are not data for a particular alloy. The 1.6 h result inherits the uncertainties of $D$ and the spacing; because the spacing enters squared, a small relative error in it is doubled in the time. If a region is both 20% coarser and 10 K colder, the factors multiply: $1.44\times1.32=1.90$, and the required time becomes about 3.1 h if that region is evenly spaced; uneven spacing can lengthen it further.

Many castings also break the single-phase assumption, because solute-rich particles form between the dendrites. While they remain, composition jumps at their boundaries and the sinusoidal solution does not apply. Their dissolution time must be calculated separately, for example with a moving-boundary model, and is not included in $t_*$. The calculated values are collected in the numerical output below.

## Values computed for the example and the checks

```
INPUTS
period: 50.0 um
interdiffusivity: 5.00e-14 m^2/s
hold temperature: 770 K
mean composition: 1.00 at.%
initial amplitude: 0.500 at.%
target amplitude ratio: 0.010
MAIN RESULT
wave number: 1.2566e+05 1/m
decay rate: 7.8957e-04 1/s
decay time constant: 1266.5 s
ln(100): 4.6052
t D / period^2: 0.11665
annealing time: 5833 s = 1.620 h
final amplitude: 0.0050 at.%
finite-volume cells per half period: 100
finite-volume amplitude ratio: 0.010004
NEGLECTED EFFECTS
coarser spacing: 60.0 um
its ratio after nominal time, formula: 0.04084
its ratio after nominal time, simulated: 0.04085
its required time / nominal: 1.440
activation energy: 1.40 eV
temperature shortfall: 10 K
cold D / nominal D: 0.7576
cold ratio after nominal time, formula: 0.03054
cold ratio after nominal time, simulated: 0.03055
cold required time / nominal: 1.3200
ramp start: 300 K
heating rate: 100 K/h
ramp duration: 4.70 h
ramp equivalent time at hold: 1204 s
hold needed after ramp: 4628 s
simulated ratio after ramp and hold: 0.010004
square-wave time: 6138 s
square-wave time / nominal: 1.0525
square-wave simulated ratio: 0.010003
two-dimensional pattern time: 2916 s
two-dimensional simulated ratio: 0.010066
epsilon, relative change of D at peak: 0.30
delay in k t, formula: 0.005625
delay in k t, simulated: 0.005711
delay / nominal time: 0.122 %
gradient length: 1.0 nm
gradient correction to rate: 1.58e-08
period for 1 % gradient correction: 62.8 nm
gradient test factor, formula: 1.25000
gradient test factor, numerical: 1.24970
```
